# Free-molecular heat flow between coaxial cylinders with diffuse reflection, part 2

A wire lies on the axis of a cylindrical bore, in a monatomic gas so dilute that atoms cross the gap without colliding. We seek the steady heat flow $Q$ from the wire, ignoring end effects. Units are SI.

Wall 1 is the wire surface and wall 2 the bore, with radii $r_1<r_2$, areas $A_1,A_2$, temperatures $T_1,T_2$ and constant accommodation coefficients $a_1,a_2$. The area ratio is $\varphi=A_1/A_2=r_1/r_2$. The atomic mass is $m$, the number density $n$, the pressure $p$ and the Boltzmann constant $k$. In equilibrium at temperature $T$, $p=nkT$ and the number of atoms striking unit area per second is

$$J=\frac{p}{\sqrt{2\pi mkT}}. \tag{1}$$

Mean energies are written $e=2k\theta$, where the label $\theta$ is in kelvin and need not be a temperature. Wall $i$ turns an arriving label into $\theta_{\rm out}=(1-a_i)\theta_{\rm in}+a_iT_i$. Atoms leaving the walls have labels $\theta_1,\theta_2$, and $D=\theta_1-\theta_2$.

For parallel plates, $\theta_1=(1-a_1)\theta_2+a_1T_1$ and $\theta_2=(1-a_2)\theta_1+a_2T_2$, which give

$$\frac1{a_{\rm pl}}=\frac1{a_1}+\frac1{a_2}-1. \tag{6}$$

For the cylinders, diffuse reflection was assumed: directions follow the cosine law, with probability $\cos\gamma\,d\Omega/\pi$ at angle $\gamma$ from the normal, independently of arrival direction and energy. An atom leaving the bore then strikes the wire next with probability $F_{21}=\varphi$, so it strikes the bore $1/\varphi$ times on average before returning to the wire. Both walls have the same strike rate $J$ per unit area. The energy balances give $D=a(T_1-T_2)$ and

$$\theta_2-T_2=\varphi\left(\frac1{a_2}-1\right)D, \tag{9}$$

$$Q=a\,A_1J\,2k\,(T_1-T_2),\qquad \frac1a=\frac1{a_1}+\frac{A_1}{A_2}\left(\frac1{a_2}-1\right). \tag{10}$$

Equation (10) is the diffuse law, or "the formula". For $r_1=5$ µm, $r_2=20$ µm and $a_1=a_2=0.4$, it gives $1/a=2.5+0.375=2.875$.

### A test by following atoms

The law was tested with a Monte Carlo calculation that does not use the energy balances. Atoms fly in straight lines between two circles, with directions drawn from the cosine law. At each impact an atom takes a fresh thermal energy with probability $a_i$, and otherwise keeps its energy. The fresh energies have a density proportional to $E\,e^{-E/kT_i}$: for atoms crossing a surface the speed distribution is proportional to $v^3e^{-mv^2/2kT_i}dv$, and $v^3dv\propto E\,dE$. The mean of this density is $2kT_i$.

The walls were held at 900 K and 300 K, so the difference was not small. The mean energy gained per collision with the inner wall, divided by $2k(T_1-T_2)$, is the measured $a$. The uncertainties are one standard error.

| $\varphi$ | $a_1$ | $a_2$ | formula | Monte Carlo |
|---|---|---|---|---|
| 0.25 | 0.4 | 0.4 | 0.3478 | 0.3474 ± 0.0008 |
| 0.50 | 0.9 | 0.3 | 0.4390 | 0.4393 ± 0.0007 |
| 0.80 | 0.5 | 0.7 | 0.4268 | 0.4270 ± 0.0006 |

The ratio of inner to outer collisions came out as 0.2502, 0.4999 and 0.8000. This ratio is the view fraction $F_{21}$, and its agreement with $A_1/A_2$ means equal strike rates per unit area. In the first case the measured leaving labels were 586.4 K and 377.9 K, against 587.0 K and 378.3 K from the balances.

The calculation shares the assumptions of constant coefficients and cosine-law reflection. It tests what follows from them, and not whether a given metal surface obeys them.

### Changing the reflection law

Suppose now that the accommodated fraction $a_i$ of the atoms leaves wall $i$ with the cosine law and thermal energy, while the remaining fraction $1-a_i$ is reflected as by a mirror with its energy unchanged. The accommodation coefficients keep their values. What changes is the direction of the unaccommodated atoms.

A mirror reflection at a coaxial cylinder reverses the radial velocity and leaves the tangential velocity as it was. The angular momentum about the axis is therefore conserved in the collision, as it is in free flight. The speed in the cross-section is conserved too. Their ratio fixes the distance $b$ at which the straight path, extended if necessary, passes the axis. An atom coming from the outer wall reaches the wire if $b<r_1$.

An atom that has left the wire has $b<r_1$. If the outer wall reflects it like a mirror, it keeps this $b$ and goes straight back to the wire. An atom that has passed the wire has $b>r_1$ and goes on missing it until the outer wall accommodates it. The repeated outer collisions that helped to cool the returning atoms are no longer available to those that need cooling.

The atoms arriving at the wire can now be counted. Of the $JA_1$ that leave it per second, $(1-a_2)JA_1$ return by mirror reflection with label $\theta_1$. The outer wall emits $a_2JA_2$ thermal atoms per second, of which the fraction $\varphi$ heads for the wire. That is $a_2JA_1$ atoms with label $T_2$. The total is $JA_1$, as required. The label arriving at the wire is

$$\theta_{\rm in}=(1-a_2)\theta_1+a_2T_2 .$$

The wire obeys $\theta_1=(1-a_1)\theta_{\rm in}+a_1T_1$. These are the two equations of the parallel plates, with $\theta_{\rm in}$ in place of $\theta_2$. Hence

$$\frac1{a_{\rm spec}}=\frac1{a_1}+\frac1{a_2}-1 \tag{11}$$

for every ratio of radii.

**Limits.** For $a_2=1$ no atom is mirrored at the outer wall, and (11) agrees with the diffuse law. The two also agree for $\varphi\to1$. They differ most for a thin wire, where the diffuse law gives $a_1$ and (11) still contains $a_2$.

For $\varphi=0.25$ and both coefficients 0.4, equation (11) gives 0.2500 and the Monte Carlo calculation with mirror reflection gives 0.2493 ± 0.0007. The diffuse value of 0.3478 is clearly excluded for this surface model. The area ratio in the diffuse law is thus a consequence of how the atoms are redirected, and not of the areas alone.

### Obtaining the strike rate from a pressure reading

The gas in the gap is not in equilibrium, and it has no single temperature to put into $p=nkT$. A pressure gauge avoids the difficulty. Let a vessel at temperature $T_g$ be joined to the gap through a small, thin opening in the outer wall, and let the gas in the vessel be in equilibrium at pressure $p$. In a steady state as many atoms pass one way as the other. From the gap, $J$ atoms per unit area and second enter the opening, because it is part of the outer wall. From the vessel the rate is $p/\sqrt{2\pi mkT_g}$. Therefore

$$J=\frac{p}{\sqrt{2\pi mkT_g}},\qquad Q=a\,A_1\,p\,\sqrt{\frac{2k}{\pi mT_g}}\;(T_1-T_2). \tag{12}$$

The second form follows from $2k/\sqrt{2\pi mkT_g}=\sqrt{4k^2/(2\pi mkT_g)}$. The temperature under the root is that of the gauge. The heat flow is proportional to the pressure, which is the basis of the Pirani gauge.

### A tantalum wire in helium

Let a tantalum wire of radius 5 µm and length 50 mm lie in a bore of radius 20 µm. The middle of the wire is at 350 K, and the bore and gauge are at 300 K. The gauge reads 0.10 Torr, or 13.33 Pa. Both accommodation coefficients are set to 0.4, a rough typical value for helium on engineering surfaces.

The mass of a helium atom is $6.6465\times10^{-27}$ kg. Equation (12) gives $J=1.014\times10^{24}\ \mathrm{m^{-2}\,s^{-1}}$ and $2kJ=27.99\ \mathrm{W\,m^{-2}\,K^{-1}}$. With $a=1/2.875=0.348$,

$$\frac{Q}{A_1}=0.3478\times27.99\times50\approx487\ \mathrm{W\,m^{-2}} .$$

Multiplying by the circumference $2\pi r_1=3.14\times10^{-5}$ m gives 0.0153 W/m, or 15.3 µW/mm, near the middle of the wire. If the unaccommodated atoms were mirrored, the result would be 11.0 µW/mm, which is 28 per cent less.

The difference of the labels is $D=0.3478\times50=17.39$ K. The outer label is $300+0.25\times1.5\times17.39=306.5$ K, and the inner one is 323.9 K. The 50 K between the walls thus divides into three steps: 26.1 K between the wire temperature and the label of the atoms leaving it, 17.4 K between the labels of the atoms leaving the two walls, and 6.5 K between the label of the atoms leaving the bore and the bore temperature.

The sensitivities follow by differentiating $1/a$. A small relative change in $a_1$ produces a relative change in $a$ that is $a/a_1=0.87$ times as large. For a small relative change in $a_2$ the corresponding factor is $\varphi a/a_2=0.22$. The wire surface matters most here.

### What the model leaves out

**Collisions in the gas.** With a rough atomic diameter of 0.22 nm, the mean free path at 300 K is 1.44 mm. The gap is 1.0 per cent of this, and the longest straight path in the cross-section is 2.7 per cent. Collisions are thus rare on a single flight. A whole trip from the wire and back is longer: with diffuse reflection it consists of five flights on average, with a mean total length of 150 µm, or about a tenth of the free path. The effect of collisions on the heat flow was not computed. A bore of radius 500 µm would have $a=0.398$ by the formula, but its gap would be a third of the free path at this pressure. Free flight across the gap, which the derivation assumes, no longer holds well there. The heat flow is much less affected than this suggests. Ordinary conduction through a dense gas would carry $2\pi\kappa_{\rm gas}(T_1-T_2)/\ln(r_2/r_1)\approx 10.6$ W/m, with a rough $\kappa_{\rm gas}=0.155\ \mathrm{W\,m^{-1}K^{-1}}$, against 0.0175 W/m from the formula. Treating the two roughly as resistances in series, the bulk gas lowers the heat by only a few tenths of a per cent. For a thin wire the free path has to be long compared with $r_1\ln(r_2/r_1)$, not with the gap.

**Radiation.** With an assumed emissivity $\varepsilon=0.1$ (a smooth, clean metal surface may have only about half of this) and a black bore, the wire loses $\varepsilon\sigma(T_1^4-T_2^4)=39\ \mathrm{W\,m^{-2}}$, where $\sigma$ is the Stefan–Boltzmann constant. This is 8 per cent of the gas heat and adds to it. It is a rough size, because the thermal length $\hbar c/kT_2=7.6$ µm exceeds the wire radius, and an emissivity measured on bulk metal need not apply.

**The ends of the wire.** Let $h$ be the combined loss to gas and radiation per unit area and kelvin, taken as constant, and $\kappa$ the conductivity of the wire. For uniform heating $g$ per unit length, the rise $u=T-T_2$ obeys

$$\pi r_1^2\kappa\,u''-2\pi r_1h\,u+g=0 .$$

With $\ell^2=\kappa r_1/(2h)$, $u_\infty=g/(2\pi r_1h)$ and ends at $x=\pm L/2$ held at $T_2$, the solution is

$$u=u_\infty\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right].$$

The rise at the middle falls short of $u_\infty$ by the fraction $1/\cosh(L/2\ell)$. Integrating $u$ along the wire shows that the fraction $\tanh(L/2\ell)/(L/2\ell)$ of the heating leaves through the ends. For $\kappa=57\ \mathrm{W\,m^{-1}K^{-1}}$, a rough value, $\ell=3.7$ mm. The fractions are 0.22 per cent and 14.7 per cent. In a wire heated by a current the resistance rises with temperature, so the heating is somewhat stronger in the middle than at the ends. With a rough temperature coefficient of 0.0035 per kelvin the fractions become about 0.4 and 14 per cent. The middle is nearly unaffected, but the total electrical power is not a direct measure of the gas heat.

**Sag.** A wire of density $\rho$ under tensile stress $s$ sags by $\rho gL^2/(8s)$, where $g$ is now the acceleration of gravity. For a horizontal wire with $\rho\approx1.7\times10^4\ \mathrm{kg\,m^{-3}}$ and 100 MPa in the heated state this is about 0.5 µm. With fixed ends, thermal expansion removes roughly 50 MPa, so the cold wire must be mounted correspondingly tighter. The Monte Carlo calculation with the wire displaced by 5 µm, ten times as far, gave $a=0.3475\pm0.0008$, which is too noisy to resolve the change from 0.3478. Solving the balance element by element around both walls shows a small decrease, to 0.3472 at 5 µm and 0.3445 at 10 µm, and a change of only about $10^{-5}$ at 0.5 µm.

### Beside a real gauge

A pressure of 0.1 Torr lies within the working range of Pirani gauges, and a wire some micrometres to tens of micrometres thick is realistic. The bore was chosen narrow so that the effect of the area ratio shows. In a tube millimetres to centimetres wide, $\varphi$ is so small that $a$ is close to $a_1$, provided the reflection is diffuse, the outer coefficient is not itself very small and the free path is long compared with $r_1\ln(r_2/r_1)$. The free path need not exceed the radius of the tube. The least certain input is the wire surface. Helium on clean metal can have a coefficient well below 0.4. If $a_1$ were 0.2 with all else fixed, $1/a$ would be $5+0.375$ and $a$ would be 0.186, which lowers the gas heat by 47 per cent. Real surfaces may also reflect part of the atoms in a mirror-like way. At the wire alone this would change nothing, because every atom that leaves the wire strikes the bore next, whatever its direction. If the bore mirrors all the atoms it does not accommodate, however, the heat is 28 per cent lower. These two uncertainties are larger than the estimated radiation.

## Calculated quantities

```
Monte Carlo walls: 900 K and 300 K
diffuse A1/A2=0.25 a1=0.4 a2=0.4: a formula 0.3478, MC 0.3474 +- 0.0008
  inner/outer hits 0.2502; leaving labels MC 586.4, 377.9 K
  leaving labels from formula 587.0, 378.3 K
diffuse A1/A2=0.50 a1=0.9 a2=0.3: a formula 0.4390, MC 0.4393 +- 0.0007
  inner/outer hits 0.4999; leaving labels MC 871.2, 608.1 K
  leaving labels from formula 870.7, 607.3 K
diffuse A1/A2=0.80 a1=0.5 a2=0.7: a formula 0.4268, MC 0.4270 +- 0.0006
  inner/outer hits 0.8000; leaving labels MC 644.2, 388.0 K
  leaving labels from formula 643.9, 387.8 K
specular remainder: a formula 0.2500, MC 0.2493 +- 0.0007
wire radius 5.0 um, bore radius 20.0 um, length 50 mm
a1 = 0.40, a2 = 0.40, A1/A2 = 0.250
T1 = 350 K, T2 = 300 K, gauge 300 K
pressure 0.10 Torr = 13.332 Pa
helium atom mass 6.6465e-27 kg
wall flux J = 1.0137e+24 1/(m2 s)
mean crossing energy / kT (quadrature) = 2.000000
2kJ = 27.992 W/(m2 K)
1/a = 2.8750, a = 0.3478
leaving labels: inner 323.91 K, outer 306.52 K, difference 17.39 K
heat flux at wire 486.81 W/m2
power per length 15.294 uW/mm = 0.01529 W/m
power per length, specular remainder 10.992 uW/mm
bore radius 6 um: a = 0.2667
bore radius 10 um: a = 0.3077
bore radius 20 um: a = 0.3478
bore radius 100 um: a = 0.3883
bore radius 500 um: a = 0.3976
helium diameter (rough) 0.22 nm, mean free path 1.44 mm
gap/free path 0.0104, longest cross-section chord/free path 0.0268
emissivity (rough) 0.10: radiation 39.2 W/m2, 8.0 % of gas heat
hbar c/(k T2) = 7.63 um
Ta conductivity (rough) 57 W/(m K), thermal decay length 3.68 mm
heating lost through wire ends 14.7 %
centre temperature-rise deficit 0.22 %
Ta density (rough) 16700 kg/m3, hot tension 100 MPa: sag 0.51 um
wire off centre by 5.0 um: MC a = 0.3475 +- 0.0008
```
